# Why Shared Random Streams Give Parallel Implantation Runs False Precision

## The situation

A focused beam of 30 keV gallium ions strikes an amorphous tantalum film. To learn how deep the ions go, sixteen processors each simulate fifty ions, and their results are pooled. The first such campaign considered here gives a mean deepest point of 10.50 nm with a reported standard error of 0.23 nm. A much larger set of 160,000 simulated ions gives 9.94 nm. The campaign is off by 0.55 nm, or 2.4 of its own reported standard errors.

The transport model is the same in both calculations. The difference is that all sixteen processors started from the same random seed. They produced 800 results but only 50 different ion histories. The error formula counted 800.

To see what this does, separate two contributions to the variance of the pooled mean: the scatter of each history by itself, and the covariance between copies.

## What one history is

The tally \(X\) is the greatest depth an ion reaches. It is defined for every ion, including the 10.7% that leave through the surface again. An ion flies a fixed length \(L=0.263\) nm between collisions, the cube root of the volume per Ta atom. Each collision has an impact parameter \(p\), drawn uniformly in area from a disc of radius \(p_{\max}\). One atom per flight volume requires \(\pi p_{\max}^2L=L^3\), so \(p_{\max}=L/\sqrt\pi=0.148\) nm.

The ion and atom repel with energy
\[
V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\,\phi(r/a),\qquad a=0.00959\ \text{nm},
\]
where \(\phi\) is the universal screening function,
\[
\begin{aligned}
\phi(x)={}&0.18175e^{-3.1998x}+0.50986e^{-0.94229x}\\
&+0.28022e^{-0.4029x}+0.028171e^{-0.20162x}.
\end{aligned}
\]
With ion mass \(M_1\), atom mass \(M_2\) and \(E_{\rm cm}=EM_2/(M_1+M_2)\), classical mechanics gives the centre-of-mass deflection
\[
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_{\rm cm}-p^2/r^2}},
\]
where \(r_0\) is the distance of closest approach. The atom receives the energy \(4M_1M_2E\sin^2(\theta/2)/(M_1+M_2)^2\). Electrons slow the ion in proportion to its speed, by 391 eV/nm at 30 keV in the Lindhard–Scharff model. The history ends below 50 eV or when the ion leaves through the front surface. The film is taken to be so thick that no ion reaches its back.

The transport can be tested without random numbers. In an unbounded medium, let \(R(E)\) be the mean final displacement along the initial direction. The first flight contributes \(L\). A collision then turns the ion by a laboratory angle \(\psi\). The azimuth is uniform, so the sideways part averages to zero and a fraction \(\cos\psi\) of the later displacement remains:
\[
R(E)=L+\langle\cos\psi\,R(E')\rangle ,
\]
where \(E'\) is the energy after the flight and collision, and \(R(E')=0\) when \(E'\) is below the 50 eV cutoff. Solving this equation on a grid of 240 energies and 200 impact parameters gives 8.35 nm; on much finer grids the value settles at 8.32 nm. Simulated ions give \(8.30\pm0.05\) nm. This tests the transport calculation, not the physical accuracy of the potential.

Chance enters through the random numbers for impact parameter and azimuth. If \(U_i\) is the block of numbers belonging to history \(i\), then
\[
X_i=f(U_i),
\]
with \(f\) a fixed rule. The same block gives the same depth. Rerunning a set of fifty blocks reproduced all fifty depths to within rounding.

## First contribution: each history by itself

Let the distinct histories be independent, with mean \(\mu\) and variance \(\sigma^2\). Let history \(i\) fill \(c_i\) of the \(N\) places in the pooled average, so \(\sum_i c_i=N\). The seeding fixes the \(c_i\); the depths do not influence them. Collecting equal terms gives
\[
\bar X=\frac1N\sum_i c_iX_i .
\]
Its expectation is \(\mu\sum_i c_i/N=\mu\). Copying therefore introduces no bias.

If all places held different histories, every \(c_i\) would be one. The variance of a sum of independent terms is the sum of their variances, so
\[
\operatorname{Var}\bar X=\frac{1}{N^2}\,N\sigma^2=\frac{\sigma^2}{N}.
\]
The large set gives \(\sigma=5.63\) nm. For \(N=800\) the standard error is \(5.63/\sqrt{800}=0.199\) nm. In 200 campaigns with disjoint streams the measured scatter of the mean was 0.192 nm. A standard deviation estimated from 200 values has a relative uncertainty of about \(1/\sqrt{400}=5\%\), so the two agree.

The two lengths mean different things. The 5.63 nm is the spread of individual ions and does not shrink with more simulation. The 0.199 nm is the uncertainty of their simulated mean.

## Second contribution: covariance between copies

With copies present, independence still holds between distinct histories:
\[
\operatorname{Var}\bar X=\frac{1}{N^2}\sum_i c_i^2\sigma^2=\sigma^2q,
\qquad q=\frac{\sum_i c_i^2}{N^2}.
\]
The square appears because \(c_i\) equal terms add as amplitudes, not as independent fluctuations. Writing \(c_i^2=c_i+c_i(c_i-1)\) separates the contributions:
\[
\operatorname{Var}\bar X=\frac{\sigma^2}{N}+\frac{\sigma^2}{N^2}\sum_i c_i(c_i-1).
\]
The first term is the scatter of places taken one by one. The second counts ordered pairs of places that hold the same history. Each such pair has covariance \(\sigma^2\), the covariance of a variable with itself. The second term is never negative.

It is useful to define an effective number of histories,
\[
N_{\rm eff}=\frac1q=\frac{N^2}{\sum_i c_i^2},
\]
so that the true variance is \(\sigma^2/N_{\rm eff}\).

**One common stream.** Let \(W\) workers each run the same \(n\) histories. Then \(N=Wn\) and every \(c_i=W\), so
\[
q=\frac{nW^2}{(Wn)^2}=\frac1n,\qquad \operatorname{Var}\bar X=\frac{\sigma^2}{n}.
\]
The number of workers has disappeared. As \(W\) grows, the first contribution falls as \(\sigma^2/(Wn)\), while the covariance contribution rises to
\[
\frac{\sigma^2}{n}-\frac{\sigma^2}{Wn}=\frac{\sigma^2}{n}\left(1-\frac1W\right).
\]
Their sum stays fixed. At \(W=16\), copies supply 15/16 of the variance. For \(n=50\) the formula gives a standard error of 0.797 nm, and 3200 repeated campaigns gave 0.796 nm.

Increasing \(n\) does help, because it adds new histories.

**Unequal sharing.** Suppose there are four streams, used by 10, 2, 2 and 2 workers. Then
\[
N_{\rm eff}=\frac{(16\cdot50)^2}{50(10^2+2^2+2^2+2^2)}=\frac{640000}{5600}=114.3,
\]
although 200 histories are distinct. The copies now do harm: they give one stream five times the weight of each other stream. For \(D\) distinct histories, the Cauchy–Schwarz inequality gives
\[
N^2=\left(\sum_i c_i\cdot1\right)^2\le D\sum_i c_i^2,
\]
and therefore \(N_{\rm eff}\le D\). Equality requires all \(c_i\) to be equal. Thus duplication leaves the variance unchanged when every history is copied equally often; unequal copying makes it larger than if the copies had been discarded.

**Shifted streams.** Let each worker start ten histories after the previous one on a common stream. The sixteen workers cover 200 distinct histories. At each end, ten histories occur once, ten twice, ten three times and ten four times; the middle 120 occur five times. Hence
\[
\sum_i c_i^2=2\cdot10(1+4+9+16)+120\cdot25=3600,
\]
and \(N_{\rm eff}=640000/3600=177.8\). This calculation needs a fixed-length block of random numbers for each history and a shift by whole blocks. Otherwise the counts \(c_i\) do not follow from the shift alone. A number that set an impact parameter in one worker may set an azimuth in another; the histories are then not exact copies, and their covariances must be found separately. If each history takes only as many numbers as it needs, two workers may also come to start a history at the same place in the stream. From there on they produce exact copies.

The contributions can now be weighed with \(\sigma\), \(n=50\) and \(W=16\) held fixed. Variances are in nm².

| Streams | By itself | Copies | True error (nm) |
|---|---:|---:|---:|
| Disjoint | 0.040 | 0 | 0.199 |
| Shifted | 0.040 | 0.139 | 0.423 |
| Unequal | 0.040 | 0.238 | 0.527 |
| Common | 0.040 | 0.595 | 0.797 |

The measured errors for the shifted and unequal cases were 0.427 and 0.524 nm, from 800 campaigns each. All cases were assembled from the same large set of histories, so they are not independent of one another.

## Why the reported error misses the copies

The usual report is \(s^2/N\), where \(s^2\) is the sample variance over all \(N\) places. Let \(x_j\) be the depth in place \(j\). Expanding the square and using \(\sum_jx_j=N\bar X\),
\[
\sum_j(x_j-\bar X)^2=\sum_jx_j^2-N\bar X^2 .
\]
Each place has \(E[x_j^2]=\sigma^2+\mu^2\), while \(E[\bar X^2]=\sigma^2q+\mu^2\). Therefore
\[
E\sum_j(x_j-\bar X)^2=N(\sigma^2+\mu^2)-N(\sigma^2q+\mu^2)=N\sigma^2(1-q).
\]
Division by \(N-1\) gives \(E[s^2]\), and a further division by \(N\) gives
\[
E\!\left[\frac{s^2}{N}\right]=\frac{\sigma^2(1-q)}{N-1}.
\]
For small \(q\) this is close to \(\sigma^2/N\), the first contribution alone. The sample variance describes the spread of depths, which copying hardly changes. Dividing by \(N\) then assumes that all places are independent.

The ratio of true to expected reported variance is
\[
R=\frac{\sigma^2q}{\sigma^2(1-q)/(N-1)}=\frac{q(N-1)}{1-q}.
\]
For a common stream, \(q=1/n\) and
\[
R=\frac{(Wn-1)/n}{(n-1)/n}=\frac{Wn-1}{n-1}.
\]
This tends to \(W\) for large \(n\). Longer runs reduce the true error but do not cure the false ratio. Here \(R=799/49=16.3\), so the standard error is too small by a factor of about four. With one, four and sixteen workers on the common stream, the root-mean-square reported error falls from 0.797 to 0.395 to 0.197 nm. The true error stays at 0.80 nm.

The consequence for a confidence interval follows if \(\bar X\) is nearly normal and the reported error is close to its root-mean-square value. The nominal 95% interval has half-width \(1.96\,\sigma\sqrt{q/R}\), or \(1.96/\sqrt R\) true standard errors. Its probability of containing \(\mu\) is
\[
P\approx\operatorname{erf}\!\left(\frac{1.96}{\sqrt{2R}}\right).
\]
For \(R=16.3\) this is 37%. In the repeated campaigns, 36.7% of the intervals contained the mean of the large set. The opening campaign is unremarkable in this light: its deviation of 0.55 nm is only 0.7 of the true standard error.

## Why comparing workers does not rescue the report

One might instead estimate the error from the scatter of the worker means \(Y_w\):
\[
B=\frac{1}{W(W-1)}\sum_w(Y_w-\bar X)^2 .
\]
Assume that no worker repeats a history within its own run. Then \(E[Y_w^2]=\mu^2+\sigma^2/n\), and the same expansion as before gives
\[
E[B]=\frac{W(\sigma^2/n)-W\sigma^2q}{W(W-1)}
=\frac{\sigma^2(1/n-q)}{W-1}.
\]
For disjoint streams, \(q=1/(Wn)\). The bracket becomes \((W-1)/(Wn)\), and \(E[B]=\sigma^2/(Wn)\), as it should. For a common stream, \(q=1/n\) and \(B=0\): the workers agree perfectly because they are the same calculation.

Partial sharing moves this estimate in the wrong direction too. In the unequal case, the true error rises to 0.527 nm while the error inferred from workers falls to 0.154 nm. The two estimates fail for different reasons. For small \(q\), the pooled report sees the spread of depths almost correctly but divides it by too many places. The comparison of workers misses any fluctuation that the workers share, because it moves their means together.

## Removing the false precision

Disjoint streams remove the covariance term and make all 800 histories count. If a campaign has already been run, each distinct history can be kept once. Its true variance is then \(\sigma^2/D\), and the usual error formula applies to the reduced sample. For the unequal case this lowers the true error from 0.527 to 0.398 nm, although three quarters of the entries are discarded. The reported error becomes 0.398 nm as well.

Copies must be identified by their random blocks, not by equal results alone. For a yes-or-no tally, such as whether an ion passes a chosen depth, many independent histories give the same answer. Deleting those would distort the estimate.

Repeating the whole campaign with fresh, disjoint sets of streams also exposes the true scatter, provided the pattern of sharing inside each campaign is retained.

## Statistical error beside model error

A beam energy of 30 keV is a rough typical value for a gallium focused beam, and the Ta density used, 16.6 g/cm³, is close to that of the bulk metal. The computed mean deepest point of about 10 nm belongs to this model; it is not a measurement. Nor is it a safe mask thickness, since individual ions spread by 5.6 nm.

Changing electronic stopping from 20% below to 20% above its model value reduces the mean depth by 0.36 nm, or roughly 0.18 nm either way. That is comparable with the honest statistical error of 800 disjoint histories. The choice of potential matters more: Molière or Kr–C screening with the Firsov length shifts the mean depth by about −0.3 and +0.6 nm. The rule for the flights is also a model choice. Drawing the first flight uniformly between zero and \(L\) lowers the mean by 0.12 nm, and halving the later flights while widening the disc by \(\sqrt2\) raises it by about 0.1 nm. The second decimal of 9.94 nm therefore holds only for the settings stated above. At a dose of \(10^{14}\) cm⁻², the Ga would amount to 0.18% of the Ta atoms if every ion stayed in the film and the ions were spread evenly down to the mean deepest point. An assumed sputter yield of ten atoms per ion removes 0.18 nm by the end of the dose. Both effects grow in proportion to dose while they remain small; at a hundred times this dose the same yield would remove more than the mean depth, and the fixed target would no longer be a usable model. Motion below the 50 eV cutoff is left out; lowering the cutoff to 5 eV adds about 0.03 nm to the mean deepest point. The 0.263 nm that the output lists for an ion at 50 eV is one flight length, fixed by the rule that ends the history after that flight; it is not an estimate of the motion left out.

A real film may also be crystalline rather than amorphous. In crystalline Ta, an estimate of the channelling angle about [111] is 11 degrees, and about 7% of randomly oriented grains would have such an axis within that angle of the beam. The same estimate applied to the [100] and [110] axes as well raises that share to about 17%; planar channels are not counted, and deposited films are often textured rather than random. Ions in such grains can travel deeper, by an amount not calculated here. More histories reduce none of these model errors, whether their random streams are shared or disjoint. The numerical output gives the remaining values for each seeding pattern.

## Computed values

```
Beam energy 30 keV; cutoff 50 eV; dose 1e+14 cm^-2
Ta density 16.6 g/cm^3 = 55.25 atoms/nm^3
Flight length 0.2626 nm; largest impact parameter 0.1481 nm
Screening length 0.00959 nm
Electronic stopping at beam energy 391 eV/nm
Largest table error in sin^2(theta/2): 1.2e-04
Unbounded mean depth: Monte Carlo 8.304 +- 0.045 nm
Unbounded mean depth: transport equation 8.345 nm
Distinct histories in pool: 160000; histories per worker n = 50
Mean deepest point 9.943 nm; one-history sigma 5.633 nm
Backscattered fraction 0.107
Correlation of neighbouring distinct histories 0.0023
[disjoint] slots 800, distinct 800, N_eff 800.0, campaigns 200
  true SE: formula 0.1992, measured 0.1924 nm
  rms reported SE: pooled 0.1992, between workers 0.1994 nm
  variance ratio true/reported 1.00; 95% interval covers: formula 95.0%, measured 96.5%
[common] slots 800, distinct 50, N_eff 50.0, campaigns 3200
  true SE: formula 0.7967, measured 0.7957 nm
  rms reported SE: pooled 0.1973, between workers 0.0000 nm
  variance ratio true/reported 16.31; 95% interval covers: formula 37.3%, measured 36.7%
[unequal 10,2,2,2] slots 800, distinct 200, N_eff 114.3, campaigns 800
  true SE: formula 0.5269, measured 0.5243 nm
  rms reported SE: pooled 0.1984, between workers 0.1540 nm
  variance ratio true/reported 7.05; 95% interval covers: formula 53.9%, measured 52.9%
[shifted by 10] slots 800, distinct 200, N_eff 177.8, campaigns 800
  true SE: formula 0.4225, measured 0.4265 nm
  rms reported SE: pooled 0.1988, between workers 0.1745 nm
  variance ratio true/reported 4.52; 95% interval covers: formula 64.3%, measured 65.0%
[unequal, copies dropped] slots 200, distinct 200, N_eff 200.0, campaigns 800
  true SE: formula 0.3983, measured 0.4023 nm
  rms reported SE: pooled 0.3983, between workers 0.3964 nm
  variance ratio true/reported 1.00; 95% interval covers: formula 95.0%, measured 95.0%
Common stream, W = 1: measured true SE 0.7957 nm, rms reported SE 0.7967 nm
Common stream, W = 4: measured true SE 0.7957 nm, rms reported SE 0.3953 nm
Common stream, W = 16: measured true SE 0.7957 nm, rms reported SE 0.1973 nm
First common-stream campaign: 10.495 nm, reported SE 0.231 nm
Its distance from the pool mean: 0.551 nm
Depth change, electronic stopping x0.8 minus x1.2: 0.363 +- 0.004 nm
Channelling angle about [111], estimate: 10.8 degrees
Random grains within that angle of [111]: 7.1%
Ga per Ta atom, averaged over mean deepest point: 0.18%
Recession for assumed yield 10 atoms/ion: 0.181 nm
Mean further advance of an ion at 50 eV: 0.263 nm
```
